# Missing Collisions When Each Time Step Allows at Most One: a numerical check

```python
"""
Result under test: a Monte Carlo collision algorithm that allows at most one
collision per time step, with probability P = 1 - exp(-a), undercounts the
mean number of collisions by the fraction f(a) = 1 - (1 - exp(-a))/a.
For a = 0.1 this is 4.8 percent.

Symbols: a = nu*dt, nu = collision frequency, dt = time step,
q = probability that a candidate collision is real (null-collision method),
c = mean cosine of the scattering angle.
Lengths are in cm, energies in erg or eV, charge in statcoulomb.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def undercount(a):
    """Derived fraction of collisions that the algorithm misses."""
    return 1.0 + np.expm1(-a) / a


def count_distribution(a_first, a_later, kmax=20):
    """Probabilities of k collisions in one step, from the rate equations.
    The rate is a_first before the first collision and a_later after it."""
    rates = np.full(kmax + 1, a_later)
    rates[0] = a_first
    rates[-1] = 0.0
    generator = np.diag(-rates) + np.diag(rates[:-1], -1)
    return expm(generator)[:, 0]


a = 0.1
P = -np.expm1(-a)
f = undercount(a)

# Count distribution from the rate equations, with no Poisson law assumed
p = count_distribution(a, a)
k = np.arange(len(p))
true_mean = np.sum(k * p)
true_variance = np.sum(k**2 * p) - true_mean**2
counted_mean = np.sum(np.minimum(k, 1) * p)
missing = np.sum((k[2:] - 1) * p[2:])
poisson = np.array([a**j * np.exp(-a) / float(sp.factorial(j)) for j in k])
assert np.allclose(p, poisson, rtol=0, atol=1e-13)
assert abs(true_mean - a) < 1e-12
assert abs(counted_mean - P) < 1e-12
assert abs(missing - (a - 1 + np.exp(-a))) < 1e-12
assert abs(1 - counted_mean / true_mean - f) < 1e-11
assert round(100 * f, 1) == 4.8
share_double = p[2] / missing
assert share_double > 0.9

# Small-step expansion
x = sp.symbols("x", positive=True)
series = sp.series(1 - (1 - sp.exp(-x)) / x, x, 0, 4).removeO()
assert sp.expand(series - (x / 2 - x**2 / 6 + x**3 / 24)) == 0
series_value = float(series.subs(x, sp.Rational(1, 10)))
assert abs(series_value - f) < 1e-6

# Random event times sorted into steps; only the first event of a step is kept
rng = np.random.default_rng(12345)
n_events = 4_000_000
step_index = np.floor(np.cumsum(rng.exponential(1 / a, n_events))).astype(np.int64)
is_first = np.ones(n_events, dtype=bool)
is_first[1:] = step_index[1:] != step_index[:-1]
f_events = 1 - is_first.mean()
assert abs(f_events - f) < 6e-4  # about five standard errors

# Null collisions: each candidate is real with probability q
q = 0.25
is_real = rng.random(n_events) < q
f_null = 1 - np.sum(is_real & is_first) / np.sum(is_real)
assert abs(f_null - f) < 1.2e-3  # about five standard errors
assert abs(f_null - undercount(q * a)) > 0.02

# The algorithm itself, and the linear rule P = a, by uniform draws
n_draws = 10_000_000
draws = rng.random(n_draws)
mean_draws = np.mean(draws < P)
linear_mean = np.mean(draws < a)
linear_variance = a * (1 - a)
assert abs(mean_draws - counted_mean) < 5e-4  # about five standard errors
assert abs(linear_mean - true_mean) < 5e-4
assert abs(np.var(draws < a) - linear_variance) < 5e-4
assert linear_variance < 0.95 * true_variance
del draws, step_index, is_first, is_real

# Relaxation of mean velocity: each scattering multiplies it by c
relaxation_deficit = {}
for c in (0.0, 0.5):
    true_factor = p[0] + np.sum(c ** k[1:] * p[1:])
    algorithm_factor = p[0] + c * np.sum(p[1:])
    assert abs(true_factor - np.exp(-a * (1 - c))) < 1e-12
    assert abs(algorithm_factor - (1 - P * (1 - c))) < 1e-12
    relaxation_deficit[c] = 1 - np.log(algorithm_factor) / np.log(true_factor)
assert abs(relaxation_deficit[0.0]) < 1e-10
assert 0.01 < relaxation_deficit[0.5] < f

# Worked example: round values for a deposition reactor near 1 Torr
pressure_torr, gas_kelvin = 1.0, 500.0
sigma = 1e-15
energy_ev = 3.0
electron_density = 3e9
drive_hz = 13.56e6
erg_per_ev = const.e * 1e7
mass = const.m_e * 1e3
charge = const.e * const.c * 10
gas_density = pressure_torr * const.torr / (const.k * gas_kelvin) * 1e-6
speed = np.sqrt(2 * energy_ev * erg_per_ev / mass)
nu = gas_density * sigma * speed
dt = a / nu
free_path = 1 / (gas_density * sigma)
omega_p = np.sqrt(4 * np.pi * electron_density * charge**2 / mass)
omega_p_si = np.sqrt(electron_density * 1e6 * const.e**2
                     / (const.epsilon_0 * const.m_e))
assert abs(omega_p / omega_p_si - 1) < 1e-6
assert omega_p * dt < 0.2
a_one_percent = brentq(lambda y: undercount(y) - 0.01, 1e-4, 1.0)
p_small = count_distribution(a_one_percent, a_one_percent)
assert abs((1 - p_small[0]) / np.sum(k * p_small) - 0.99) < 1e-9

# Neglected: Maxwellian speeds, u = speed / (speed at the mean energy)
def maxwell_average(g):
    weight = lambda u: u**2 * np.exp(-1.5 * u**2)
    return quad(lambda u: g(u) * weight(u), 0, 8)[0] / quad(weight, 0, 8)[0]

assert abs(maxwell_average(lambda u: u**2) - 1) < 1e-8
mean_a_maxwell = maxwell_average(lambda u: a * u)
assert abs(mean_a_maxwell - a * np.sqrt(8 / (3 * np.pi))) < 1e-8
f_maxwell = 1 - maxwell_average(lambda u: -np.expm1(-a * u)) / mean_a_maxwell

# Neglected: acceleration along the motion during the step
field_results = {}
for name, field in (("bulk", 10.0), ("sheath", 300.0)):
    acceleration = field * erg_per_ev / mass
    path = speed * dt + 0.5 * acceleration * dt**2
    a_flight = gas_density * sigma * path
    a_quad = quad(lambda s: gas_density * sigma * dt
                  * (speed + acceleration * dt * s), 0, 1)[0]
    assert abs(a_flight / a_quad - 1) < 1e-10
    final_energy = 0.5 * mass * (speed + acceleration * dt)**2 / erg_per_ev
    assert abs(final_energy - energy_ev - field * path) < 1e-9
    field_results[name] = (field, field * path, a_flight, 1 - P / a_flight)

# Neglected: slower electron after an inelastic first collision
fast_ev, loss_ev = 15.0, 12.0
a_before = a * np.sqrt(fast_ev / energy_ev)
a_after = a * np.sqrt((fast_ev - loss_ev) / energy_ev)
P_before = -np.expm1(-a_before)
mean_inelastic = P_before + a_after * (1 - P_before / a_before)
p_inelastic = count_distribution(a_before, a_after)
assert abs(np.sum(k * p_inelastic) - mean_inelastic) < 1e-11
f_inelastic = 1 - P_before / mean_inelastic
assert f_inelastic < undercount(a_before)

print(f"nu*dt = {a:.3f}")
print(f"probability of no collision = {p[0]:.6f}")
print(f"probability of exactly one collision = {p[1]:.6f}")
print(f"probability of exactly two collisions = {p[2]:.6f}")
print(f"probability of exactly three collisions = {p[3]:.6f}")
print(f"true mean collisions per step = {true_mean:.6f}")
print(f"counted mean per step, P = {counted_mean:.6f}")
print(f"missing collisions per step = {missing:.6f}")
print(f"share of missing from double collisions = {100*share_double:.1f} %")
print(f"undercount relative to true mean = {100*f:.3f} %")
print(f"shortfall relative to counted mean = {100*missing/P:.3f} %")
print(f"undercount from three series terms = {100*series_value:.3f} %")
print(f"undercount from random event times = {100*f_events:.2f} %")
print(f"algorithm mean from uniform draws = {mean_draws:.5f}")
print(f"null method: real fraction q = {q:.2f}")
print(f"null method: simulated undercount = {100*f_null:.2f} %")
print(f"f at real frequency only, f(q*a) = {100*undercount(q*a):.2f} %")
print(f"linear rule: no-collision probability = {1-a:.4f}")
print(f"linear rule: mean from draws = {linear_mean:.5f}")
print(f"linear rule: variance = {linear_variance:.4f}")
print(f"true variance = {true_variance:.4f}")
print(f"relaxation-rate deficit, c=0 = {100*abs(relaxation_deficit[0.0]):.2f} %")
print(f"relaxation-rate deficit, c=0.5 = {100*relaxation_deficit[0.5]:.2f} %")
print(f"gas pressure = {pressure_torr:.1f} Torr")
print(f"gas temperature = {gas_kelvin:.0f} K")
print(f"cross section = {sigma:.1e} cm^2")
print(f"electron energy = {energy_ev:.1f} eV")
print(f"electron density = {electron_density:.1e} cm^-3")
print(f"gas density = {gas_density:.3e} cm^-3")
print(f"electron speed = {speed:.3e} cm/s")
print(f"mean free path = {free_path:.4f} cm")
print(f"collision frequency = {nu:.3e} s^-1")
print(f"time step = {dt*1e12:.2f} ps")
print(f"counted collision rate = {P/dt:.3e} s^-1")
print(f"plasma frequency = {omega_p:.3e} rad/s")
print(f"plasma frequency times step = {omega_p*dt:.3f}")
print(f"drive frequency = {drive_hz/1e6:.2f} MHz")
print(f"steps per drive period = {1/(drive_hz*dt):.0f}")
print(f"nu*dt for 1 % undercount = {a_one_percent:.5f}")
print(f"time step for 1 % undercount = {a_one_percent/nu*1e12:.2f} ps")
print(f"Maxwellian: mean nu*dt = {mean_a_maxwell:.5f}")
print(f"Maxwellian: pooled undercount = {100*f_maxwell:.2f} %")
for name, (field, gain, a_flight, shortfall) in field_results.items():
    print(f"{name} field = {field:.0f} V/cm")
    print(f"{name}: energy gain in one step = {gain:.3f} eV")
    print(f"{name}: collision integral = {a_flight:.5f}")
    print(f"{name}: shortfall with frozen P = {100*shortfall:.2f} %")
print(f"inelastic case: initial energy = {fast_ev:.0f} eV")
print(f"inelastic case: energy loss = {loss_ev:.0f} eV")
print(f"inelastic case: nu*dt before = {a_before:.4f}")
print(f"inelastic case: nu*dt after = {a_after:.4f}")
print(f"inelastic case: true mean = {mean_inelastic:.5f}")
print(f"inelastic case: counted mean = {P_before:.5f}")
print(f"inelastic case: undercount = {100*f_inelastic:.2f} %")
print(f"constant-nu f at same start = {100*undercount(a_before):.2f} %")
print("OK")
```

Output:

```
nu*dt = 0.100
probability of no collision = 0.904837
probability of exactly one collision = 0.090484
probability of exactly two collisions = 0.004524
probability of exactly three collisions = 0.000151
true mean collisions per step = 0.100000
counted mean per step, P = 0.095163
missing collisions per step = 0.004837
share of missing from double collisions = 93.5 %
undercount relative to true mean = 4.837 %
shortfall relative to counted mean = 5.083 %
undercount from three series terms = 4.838 %
undercount from random event times = 4.84 %
algorithm mean from uniform draws = 0.09507
null method: real fraction q = 0.25
null method: simulated undercount = 4.88 %
f at real frequency only, f(q*a) = 1.24 %
linear rule: no-collision probability = 0.9000
linear rule: mean from draws = 0.09986
linear rule: variance = 0.0900
true variance = 0.1000
relaxation-rate deficit, c=0 = 0.00 %
relaxation-rate deficit, c=0.5 = 2.50 %
gas pressure = 1.0 Torr
gas temperature = 500 K
cross section = 1.0e-15 cm^2
electron energy = 3.0 eV
electron density = 3.0e+09 cm^-3
gas density = 1.931e+16 cm^-3
electron speed = 1.027e+08 cm/s
mean free path = 0.0518 cm
collision frequency = 1.984e+09 s^-1
time step = 50.40 ps
counted collision rate = 1.888e+09 s^-1
plasma frequency = 3.090e+09 rad/s
plasma frequency times step = 0.156
drive frequency = 13.56 MHz
steps per drive period = 1463
nu*dt for 1 % undercount = 0.02013
time step for 1 % undercount = 10.15 ps
Maxwellian: mean nu*dt = 0.09213
Maxwellian: pooled undercount = 5.21 %
bulk field = 10 V/cm
bulk: energy gain in one step = 0.052 eV
bulk: collision integral = 0.10043
bulk: shortfall with frozen P = 5.25 %
sheath field = 300 V/cm
sheath: energy gain in one step = 1.754 eV
sheath: collision integral = 0.11294
sheath: shortfall with frozen P = 15.74 %
inelastic case: initial energy = 15 eV
inelastic case: energy loss = 12 eV
inelastic case: nu*dt before = 0.2236
inelastic case: nu*dt after = 0.1000
inelastic case: true mean = 0.21076
inelastic case: counted mean = 0.20037
inelastic case: undercount = 4.93 %
constant-nu f at same start = 10.39 %
OK
```
